# Yamaguchi's estimator of magnetic coupling from broken-symmetry and high-spin energies, part 1

(Sections cited here and not found follow in the second part.)

## I. The estimator and the meaning of its spin expectation values

### Definitions and conventions

Two magnetic centres A and B carry local spins with quantum numbers $S_A,S_B>0$. Spin operators are in units of $\hbar$, and $\mathbf S=\mathbf S_A+\mathbf S_B$ is the total spin. The Heisenberg Hamiltonian is written as

$$
H_{\rm spin}=E_0-2J\,\mathbf S_A\cdot\mathbf S_B. \tag{1}
$$

With this sign, $J>0$ favours parallel spins (ferromagnetic coupling) and $J<0$ favours antiparallel spins (antiferromagnetic coupling). If the Hamiltonian is written with $-J'\mathbf S_A\cdot\mathbf S_B$, then $J'=2J$. If it is written with $+J''\mathbf S_A\cdot\mathbf S_B$, then $J''=-2J$. A value of the coupling has no definite meaning until one of these forms is named.

The high-spin state, HS, has total spin $S_{\max}=S_A+S_B$. The broken-symmetry state, BS, has the local spins pointing in opposite directions and is in general not an eigenstate of $\mathbf S^2$. For a normalized state $X$, $E_X$ denotes the expectation value of the Hamiltonian and $\langle\mathbf S^2\rangle_X$ that of the squared total spin. Both states refer to one Hamiltonian, hence to one set of nuclear positions. Yamaguchi's estimator is

$$
J_Y=\frac{E_{\rm BS}-E_{\rm HS}}
{\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}}. \tag{2}
$$

When the denominator is positive, a BS energy below the HS energy gives $J_Y<0$, in agreement with (1).

### The Heisenberg space

**Lemma 1.** In the space of fixed local spins $S_A,S_B$, the Hamiltonian (1) is a linear function of $\mathbf S^2$.

*Proof.* The operators $\mathbf S_A$ and $\mathbf S_B$ act on different centres and commute. Squaring their sum therefore gives

$$
\mathbf S^2=\mathbf S_A^2+\mathbf S_B^2+2\,\mathbf S_A\cdot\mathbf S_B .
$$

In the stated space $\mathbf S_A^2=S_A(S_A+1)$ and $\mathbf S_B^2=S_B(S_B+1)$ are numbers. Solving for the scalar product and inserting it in (1) gives

$$
H_{\rm spin}=C-J\,\mathbf S^2,\qquad
C=E_0+J\,[S_A(S_A+1)+S_B(S_B+1)]. \tag{3}
$$

This is the claim. ∎

The levels follow by replacing $\mathbf S^2$ with its eigenvalue: $E(S)=C-JS(S+1)$. Neighbouring levels obey the Landé rule

$$
E(S)-E(S-1)=-J[S(S+1)-(S-1)S]=-2JS. \tag{4}
$$

**Theorem 1.** Let BS and HS be normalized states in the space of fixed local spins, with different values of $\langle\mathbf S^2\rangle$. If the Hamiltonian is (1), then $J_Y=J$.

*Proof.* The expectation value of (3) in each state gives

$$
E_{\rm BS}=C-J\langle\mathbf S^2\rangle_{\rm BS},\qquad
E_{\rm HS}=C-J\langle\mathbf S^2\rangle_{\rm HS}.
$$

Subtracting the second equation from the first removes the unknown constant $C$:

$$
E_{\rm BS}-E_{\rm HS}=J\left(\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}\right).
$$

Division by the bracket, which is nonzero by assumption, gives $J$. ∎

The proof does not require BS to be an eigenstate. An energy and a spin expectation value taken in the same state give one point on the straight line (3), and two points fix its slope. The spin expectation values thus tell how far apart the two states are on the axis along which the Heisenberg energy varies.

**Lemma 2.** For the product state $|S_A,S_A\rangle|S_B,-S_B\rangle$, in which the second entry is the local spin projection,

$$
\langle\mathbf S^2\rangle_{\rm BS}=(S_A-S_B)^2+S_A+S_B,\qquad
\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}=4S_AS_B. \tag{5}
$$

*Proof.* In terms of ladder operators,

$$
\mathbf S_A\cdot\mathbf S_B=S_A^zS_B^z+\tfrac12\left(S_A^+S_B^-+S_A^-S_B^+\right).
$$

Each ladder term changes the local projections and so has zero expectation value in a state of definite projections. The first term gives $-S_AS_B$. Hence

$$
\langle\mathbf S^2\rangle_{\rm BS}=S_A(S_A+1)+S_B(S_B+1)-2S_AS_B,
$$

which is the first result after the squares are collected. The high-spin value is $(S_A+S_B)(S_A+S_B+1)=(S_A+S_B)^2+S_A+S_B$. The linear terms cancel in the difference, and $(S_A+S_B)^2-(S_A-S_B)^2=4S_AS_B$. ∎

The BS energy must not be read as the energy of the lowest spin state. For antiferromagnetic coupling that state has $S_{\min}=|S_A-S_B|$. Equation (3) gives

$$
E_{\rm BS}-E(S_{\min})
=-J\left[\langle\mathbf S^2\rangle_{\rm BS}-S_{\min}(S_{\min}+1)\right].
$$

The squares $(S_A-S_B)^2$ cancel in the bracket, which leaves $S_A+S_B-|S_A-S_B|=2\min(S_A,S_B)$. The product state therefore lies $-2J\min(S_A,S_B)$, a positive amount, above the ground level.

A pair with $S_A=1$, $S_B=3/2$ and $J=-0.01$ eV shows this. With $E_0=0$ its levels are $-0.05$, $-0.02$ and $0.03$ eV for $S=1/2$, $3/2$ and $5/2$. The gaps, 0.03 and 0.05 eV, are $-2J$ times $3/2$ and $5/2$, as (4) requires. The product state has energy $2JS_AS_B=-0.03$ eV, which is 0.02 eV above the ground level. The spin expectation values are 2.75 for BS and 8.75 for HS, so

$$
J_Y=\frac{-0.03-0.03}{8.75-2.75}\ {\rm eV}=-0.01\ {\rm eV}.
$$

### Spin expectation value of a determinant

In an electronic calculation BS is usually a determinant whose magnetic orbitals overlap. Its spin expectation value then differs from (5).

**Lemma 3.** Let a determinant contain $N_\alpha$ orthonormal spatial orbitals $\alpha_i$ with spin up and $N_\beta$ orthonormal spatial orbitals $\beta_j$ with spin down, and let $M=(N_\alpha-N_\beta)/2$. Then

$$
\langle\mathbf S^2\rangle=M(M+1)+N_\beta-\sum_{ij}|\langle\alpha_i|\beta_j\rangle|^2. \tag{6}
$$

*Proof.* From $\mathbf S^2=S_z^2+\frac12(S^+S^-+S^-S^+)$ and $[S^+,S^-]=2S_z$ it follows that $\mathbf S^2=S^-S^++S_z(S_z+1)$. The determinant $\Phi$ has $S_z=M$, so the last part gives $M(M+1)$. Since $S^-$ is the adjoint of $S^+$, the first part gives the squared norm of $S^+\Phi$.

The operator $S^+$ turns one down spin up and leaves the spatial orbital unchanged. Thus $S^+\Phi=\sum_j\Phi_j$, where in $\Phi_j$ the electron in $\beta_j$ has been turned up. Two such terms with different $j$ lack different spin-down orbitals and are orthogonal. In $\Phi_j$ the turned electron joins the occupied spin-up orbitals. By antisymmetry, the part of $\beta_j$ inside their span gives nothing, and the remaining part has squared norm $1-\sum_i|\langle\alpha_i|\beta_j\rangle|^2$. Summing over $j$ gives (6). ∎

A spin-down orbital that lies inside the spin-up space contributes nothing beyond $M(M+1)$. If all of them do so, the determinant is a pure state of spin $M$, because $S^+\Phi=0$.

Suppose now that each centre has $m$ unpaired electrons, so that $S_A=S_B=m/2$ and $S_{\max}=m$. Let the BS determinant have $M=0$. The spin-up and spin-down orbitals can be rotated among themselves so that their overlap matrix is diagonal; this is its singular value decomposition, and it leaves both the determinant, up to a phase, and the sum in (6) unchanged. If the core pairs have overlap 1 and the magnetic pairs have overlaps $s_1,\ldots,s_m$, then

$$
\langle\mathbf S^2\rangle_{\rm BS}=\sum_{k=1}^m(1-s_k^2).
$$

With $\langle\mathbf S^2\rangle_{\rm HS}=m(m+1)$ the denominator of (2) becomes

$$
\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}
=m^2+\sum_{k=1}^m s_k^2. \tag{7}
$$

For vanishing overlap this is $m^2=4S_AS_B$, as in (5). Overlap pairs the electrons in part, lowers $\langle\mathbf S^2\rangle_{\rm BS}$ and enlarges the denominator.

### What the estimator means for electrons

Electrons do not stay in the Heisenberg space, since a determinant with overlapping magnetic orbitals contains configurations with charge moved from one centre to the other. Theorem 1 then no longer applies, but a weaker statement holds for a general electronic Hamiltonian $H$ without spin-dependent terms.

**Theorem 2.** Assume that $[H,\mathbf S^2]=0$, that HS is a pure state of spin $S_{\max}$, and that BS has no component of higher spin and some component of lower spin. Let all energies and spin values be expectation values in the states themselves. Write

$$
\Phi_{\rm BS}=\sum_S\sqrt{w_S}\,\Phi_S,\qquad \sum_S w_S=1,
$$

where $\Phi_S$ is normalized and has spin $S$. Define $E'_S=\langle\Phi_S|H|\Phi_S\rangle$, $g_S=S_{\max}(S_{\max}+1)-S(S+1)$ and, for $S<S_{\max}$, $J'_S=(E'_S-E_{\rm HS})/g_S$. Then

$$
J_Y=\frac{\sum_{S<S_{\max}}w_Sg_SJ'_S+w_{S_{\max}}\delta}
{\sum_{S<S_{\max}}w_Sg_S},\qquad
\delta=E'_{S_{\max}}-E_{\rm HS}. \tag{8}
$$

If BS has no component of spin $S_{\max}$, the term with $\delta$ is absent.

*Proof.* Because $H$ commutes with $\mathbf S^2$, for two components

$$
[S'(S'+1)-S(S+1)]\,\langle\Phi_S|H|\Phi_{S'}\rangle
=\langle\Phi_S|[H,\mathbf S^2]|\Phi_{S'}\rangle=0 .
$$

Cross terms with $S\neq S'$ therefore vanish, and $E_{\rm BS}=\sum_Sw_SE'_S$. Since the weights add to one,

$$
E_{\rm BS}-E_{\rm HS}=\sum_Sw_S(E'_S-E_{\rm HS}).
$$

For $S<S_{\max}$ each bracket is $g_SJ'_S$; for $S=S_{\max}$ it is $\delta$. This is the numerator. In the same way

$$
\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}
=\sum_Sw_S[S_{\max}(S_{\max}+1)-S(S+1)]=\sum_Sw_Sg_S ,
$$

in which the term with $S=S_{\max}$ is zero. ∎

By (3), a Heisenberg spectrum has $E(S)-E(S_{\max})=Jg_S$. Each $J'_S$ is thus the coupling that would be read from one projected energy and the HS energy. When $\delta=0$, the estimator is their mean with positive weights $w_Sg_S$. The projected components are in general not exact eigenstates, so an agreement among the $J'_S$ does not by itself make $J_Y$ exact.

**Corollary.** Let $E_S$ be the lowest exact energy of spin $S$, and let $E_{\rm HS}=E_{S_{\max}}$. Under the assumptions of Theorem 2,

$$
J_Y\ge\frac{\sum_{S<S_{\max}}w_S(E_S-E_{S_{\max}})}
{\sum_{S<S_{\max}}w_Sg_S}. \tag{9}
$$

*Proof.* The variational principle holds within each spin symmetry, so $E'_S\ge E_S$ for every component, and $\delta\ge0$ for the same reason. Replacing $E'_S$ by $E_S$ and $\delta$ by zero can lower the numerator of (8) but cannot raise it. ∎

For an antiferromagnet the bound says that $J_Y$ is no more negative than this mean of exact couplings. It needs an exact HS energy. If that energy is approximate and too high, the difference $E_{\rm BS}-E_{\rm HS}$ can be too negative, and the bound is lost.

**Remark on the assumptions.** Spin polarization of the core can mix spins above $S_{\max}$ into either state. For such a component in BS, $g_S<0$, and (8) is no longer a mean with positive weights. Spin–orbit coupling breaks $[H,\mathbf S^2]=0$ and with it the separation of the energy.

**Remark on Kohn–Sham calculations.** The energy given by an approximate density functional is not the expectation value of $H$ in the Kohn–Sham determinant, while (6) evaluated with its orbitals is the spin expectation value of that determinant. The two quantities do not then belong to one wave function, and Theorem 2 does not cover their use in (2). That use adds the assumption that the functional energies of both states lie on one straight line in the determinant's $\langle\mathbf S^2\rangle$, with slope $-J$.

## II. Overlap, accuracy and limits in solvable models

### Symbols and results carried over

The convention is $H_{\rm spin}=E_0-2J\,\mathbf S_A\cdot\mathbf S_B$, with $J<0$ for antiferromagnetic coupling. BS and HS are the broken-symmetry and high-spin states, and

$$
J_Y=\frac{E_{\rm BS}-E_{\rm HS}}
{\langle\mathbf S^2\rangle_{\rm HS}-\langle\mathbf S^2\rangle_{\rm BS}} .
$$

For $m$ unpaired electrons on each centre and magnetic overlaps $s_k$, the denominator is $m^2+\sum_ks_k^2$, by (7). By (8), $J_Y$ is a mean of couplings $J'_S$ obtained from the spin-projected parts of BS, with weights $w_Sg_S$, if the $S_{\max}$ part of BS has the HS energy. That condition holds in both models below: with as many electrons as spatial orbitals and all spins parallel, every orbital is singly occupied, so there is one multiplet of highest spin.

### Two electrons on two centres

Let $a$ and $b$ be real orthonormal orbitals on the two centres, with zero one-electron energy and hopping element $-t$, $t>0$. The nonzero two-electron integrals are the on-site repulsion $(aa|aa)=(bb|bb)=U$ and the direct exchange $(ab|ab)=K$, with its index permutations. It is assumed that $U>2K\ge0$.

The HS state is the triplet with one electron in each orbital. Its Coulomb integral $(aa|bb)$ is zero in this model and its exchange contribution is $-K$, so $E_{\rm HS}=-K$. This is also the exact triplet energy $E_T$. A nonzero intersite repulsion $(aa|bb)=V$ would shift all two-electron energies by $V$ and replace $U$ by $U-V$; the $U$ used here is to be read as this difference.

The estimator returns $J$ exactly in the Heisenberg space, and for electrons it is, under the stated assumptions, a weighted mean of spin-projected couplings when the $S_{\max}$ part of BS has the HS energy. For the two-electron model, whose triplet energy is now known, it remains to find the BS energy and compare the estimate with the exact gap, and then to treat two centres of spin one.
